# Misfit strain and the Landau coefficients of a clamped ferroelectric film

## 1. Definitions and conventions

A ferroelectric tunnel memory stores a bit in the direction of polarization of a film a few nanometres thick and reads it through the tunnel current. The film is grown on a much thicker crystal, which fixes its in-plane dimensions. We want to know how this changes the Landau energy.

Axis 3 is the film normal, and $P$ is the polarization along it. The film is uniform, has a single domain and is cubic in its paraelectric phase. At zero stress its energy density is

$$L(P)=a_1P^2+a_{11}P^4+a_{111}P^6+a_{1111}P^8,\qquad a_1=a_0(T-T_0).$$

There are no factors $1/2$ or $1/4$ in this convention, so the electric field is $E=dL/dP=2a_1P+4a_{11}P^3+\dots$ at zero stress.

Strains $u_i$ and stresses $\sigma_i$ carry Voigt indices $1,\dots,6$; tensile stress is positive. The compliances are $s_{11},s_{12},s_{44}$. Polarization along axis 3 produces the stress-free strains

$$u^0_1=u^0_2=Q_{12}P^2,\qquad u^0_3=Q_{11}P^2,\qquad u^0_4=u^0_5=u^0_6=0.$$

Let $b$ be the in-plane lattice parameter imposed by the substrate and $a_p$ that of the stress-free paraelectric film, extrapolated to the same temperature. The misfit strain is

$$u_m=\frac{b-a_p}{a_p},$$

negative for compression. The reference is the paraelectric lattice: the spontaneous strain is already described by $Q_{12}P^2$ and must not be counted again in $u_m$.

We assume linear elasticity, constant $s$ and $Q$, coherent growth without dislocations, and a free top surface. Electrodes are ideal until Section 7.

## 2. The potential for a clamped film

At fixed temperature and given stress, the appropriate energy density is

$$G(P,\sigma)=L(P)-\tfrac12\sum_{ij}s_{ij}\sigma_i\sigma_j-\sum_i\sigma_iu_i^0(P),\qquad dG=E\,dP-\sum_iu_i\,d\sigma_i.$$

Indeed, $u_i=-\partial G/\partial\sigma_i=\sum_js_{ij}\sigma_j+u_i^0$: elastic strain plus spontaneous strain.

The square substrate fixes in-plane strains, while the free surface fixes the remaining stresses:

$$u_1=u_2=u_m,\quad u_6=0,\qquad \sigma_3=\sigma_4=\sigma_5=0.$$

Since $u_1,u_2,u_6$ are now the controlled variables, we exchange them for their stresses by a Legendre transformation:

$$\tilde G=G+u_1\sigma_1+u_2\sigma_2+u_6\sigma_6,$$

$$d\tilde G=E\,dP+\sigma_1du_1+\sigma_2du_2+\sigma_6du_6-u_3d\sigma_3-u_4d\sigma_4-u_5d\sigma_5.$$

With the clamped strains and free-surface stresses held fixed, equilibrium at $E=0$ is a minimum of $\tilde G$ with respect to $P$.

## 3. Eliminating the stress

The two in-plane normal conditions are

$$s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2=u_m,\qquad s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2=u_m.$$

Subtracting them gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. Elastic stability requires $s_{11}>s_{12}$, so $\sigma_1=\sigma_2=\sigma$. Write $S=s_{11}+s_{12}$. Then

$$\sigma=\frac{u_m-Q_{12}P^2}{S}.$$

The shear condition $u_6=s_{44}\sigma_6=0$ gives $\sigma_6=0$.

With equal in-plane stresses, the quadratic elastic term is $\frac12(2s_{11}\sigma^2+2s_{12}\sigma^2)=S\sigma^2$, and the coupling term is $2Q_{12}P^2\sigma$. Hence

$$\begin{aligned}
\tilde G&=L-S\sigma^2-2Q_{12}P^2\sigma+2u_m\sigma\\
&=L-S\sigma^2+2\sigma(u_m-Q_{12}P^2)\\
&=L-S\sigma^2+2S\sigma^2=L+S\sigma^2.
\end{aligned}$$

The last line uses $u_m-Q_{12}P^2=S\sigma$. The added energy is positive, as the energy of an elastic deformation should be. Expanding the square,

$$\tilde G=L(P)+\frac{u_m^2}{S}-\frac{2Q_{12}u_m}{S}P^2+\frac{Q_{12}^2}{S}P^4.$$

Collecting powers of $P$ gives

$$\boxed{a_3^*=a_1-\frac{2Q_{12}u_m}{s_{11}+s_{12}},\qquad a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}}}$$

while $a_{111}$ and $a_{1111}$ are unchanged within these assumptions. The constant $u_m^2/S$ does not affect $P$ at fixed misfit.

The Legendre terms matter. Substituting the same stress into $G$ alone would give

$$G=L-\frac{(u_m-Q_{12}P^2)(u_m+Q_{12}P^2)}{S}=L-\frac{u_m^2}{S}+\frac{Q_{12}^2}{S}P^4.$$

The quartic correction survives, but the misfit term in $P^2$ disappears.

The electric equation of state is consistent. Differentiating $\tilde G=L+S\sigma^2$ at fixed $u_m$, with $d\sigma/dP=-2Q_{12}P/S$, yields $L'-4Q_{12}P\sigma$. Differentiating $G=L-S\sigma^2-2Q_{12}P^2\sigma$ at fixed stress yields the same field.

As a separate check, the free strains were relaxed numerically using the inverted compliance matrix. For the constants of Section 6 and misfits of $-2$, $0$ and $+1.3\,\%$, both corrections were recovered. The largest error was about $10^{-14}$, relative to the quadratic shift at 2 % misfit or to the quartic correction.

## 4. What the two corrections mean

Stability against uniform dilation requires $s_{11}+2s_{12}>0$, and stability against tetragonal distortion requires $s_{11}-s_{12}>0$. Therefore

$$S=\frac{2(s_{11}+2s_{12})+(s_{11}-s_{12})}{3}>0.$$

The quartic correction is thus positive for any nonzero $Q_{12}$. The quadratic shift has the sign of $-Q_{12}u_m$. When $Q_{12}<0$, polarization makes the film contract in plane. That contraction relieves imposed compression, so compression lowers $a_3^*$ and favours $P$; tension does the reverse.

A second mechanical case separates the two effects. Suppose the in-plane stress, instead of the strain, is held at $\sigma_0$. Then

$$G=L-S\sigma_0^2-2Q_{12}\sigma_0P^2.$$

There is a quadratic shift, but no quartic correction. If $\sigma_0=u_m/S$, the quadratic shifts agree. The quartic term therefore comes from the change of stress as the polarization grows at fixed strain. In the limit $S\to\infty$ at fixed $u_m$ and $Q_{12}$, the film offers no elastic resistance in plane and both clamping corrections vanish.

## 5. Transition and in-plane stability

Setting $a_3^*=0$ gives

$$T^*=T_0+\frac{2Q_{12}u_m}{a_0S}.$$

To find the order of the transition, put $x=P^2$. A polarized state has the same energy as the unpolarized one when

$$a_0(T-T^*)=-(a_{33}^*x+a_{111}x^2+a_{1111}x^3).$$

If all three coefficients on the right are positive, this cannot be satisfied with $x>0$ at or above $T^*$. If the polarization is confined to axis 3, it then appears continuously at $T^*$. Close below it, the leading balance $a_3^*+2a_{33}^*P^2=0$ gives $P^2\simeq a_0(T^*-T)/(2a_{33}^*)$.

In the free crystal, $T^*$ is replaced by $T_0$ and $a_{33}^*$ by $a_{11}$. If $a_{11}<0$, the right-hand side is positive at small $x$, and a polarized state wins already above $T_0$: the transition is first order. Clamping makes the out-of-plane transition continuous if $Q_{12}^2/S>|a_{11}|$ and the higher coefficients are positive. The coefficient $a_{33}^*$ does not depend on the misfit, but the onset at $T^*$ also requires that the film has not already polarized in plane. At $T^*$ and $P=0$, the coefficient of a small in-plane component $P_1^2$, derived below, is $-u_m(Q_{11}-Q_{12})/S$. For $Q_{11}>Q_{12}$ it is positive under compression, the case of our film. Under tension it is negative: the unpolarized film is already unstable to in-plane polarization, and $T^*$ no longer marks the onset of out-of-plane polarization.

The film might still lower its energy by tilting its polarization. Add a small component $P_1$. The elastic strains needed to meet the clamp are

$$e_1=A-Q_{11}P_1^2,\qquad e_2=A-Q_{12}P_1^2,\qquad A=u_m-Q_{12}P^2.$$

The out-of-plane shear is free to relax. The in-plane elastic energy is

$$\frac{s_{11}(e_1^2+e_2^2)-2s_{12}e_1e_2}{2(s_{11}^2-s_{12}^2)}
=\frac{A^2}{S}-\frac{A(Q_{11}+Q_{12})}{S}P_1^2+O(P_1^4).$$

Here we used $e_1^2+e_2^2=2A^2-2A(Q_{11}+Q_{12})P_1^2+\dots$ and $e_1e_2=A^2-A(Q_{11}+Q_{12})P_1^2+\dots$, then cancelled $s_{11}-s_{12}$. The stress-free Landau energy also contains $a_{12}P_1^2P^2$, $a_{112}P_1^2P^4$ and $a_{1112}P_1^2P^6$. The complete coefficient of $P_1^2$ is therefore

$$\begin{aligned}
K={}&a_1-\frac{u_m(Q_{11}+Q_{12})}{S}\\
&+\left[a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{S}\right]P^2+a_{112}P^4+a_{1112}P^6.
\end{aligned}$$

The out-of-plane state is stable against a small tilt if $K>0$. By the equivalence of axes 1 and 2, the same condition covers $P_2$. This is a local condition; it does not exclude a distant state of lower energy.

## 6. A film for a tunnel memory

Take rough, rounded parameters in the regime of barium titanate: $T_0=390$ K, $a_0=4\times10^5$ J m/(C² K), $a_{11}=-2.1\times10^8$ J m⁵/C⁴, $a_{111}=1.3\times10^9$ J m⁹/C⁶ and $a_{1111}=3.9\times10^{10}$ J m¹³/C⁸. Let $S=(8.3-2.7)\times10^{-12}=5.6\times10^{-12}$ Pa⁻¹, $Q_{11}=0.11$ and $Q_{12}=-0.043$ m⁴/C². The film is 4 nm thick, at 300 K, with $u_m=-0.02$.

In J m/C², $a_1=4\times10^5(300-390)=-0.36\times10^8$, and

$$-\frac{2(-0.043)(-0.02)}{5.6\times10^{-12}}=-3.07\times10^8,
\qquad a_3^*=-3.43\times10^8.$$

In J m⁵/C⁴,

$$\frac{(-0.043)^2}{5.6\times10^{-12}}=3.30\times10^8,
\qquad a_{33}^*=(-2.10+3.30)\times10^8=1.20\times10^8.$$

The quartic coefficient changes sign, so the out-of-plane transition is continuous. This conclusion is sensitive to $Q_{12}$: at this $S$ it needs $|Q_{12}|>0.0343$ m⁴/C², and $Q_{12}=-0.034$, a value also used for barium titanate, leaves $a_{33}^*$ slightly negative. The free crystal instead has a first-order transition at 400 K, with a jump of 18 uC/cm2. For the film, $T^*=390+3.07\times10^8/(4\times10^5)\simeq1160$ K. This extrapolates constant material coefficients over hundreds of kelvin and is not an operating limit.

At zero field, the nonzero polarization satisfies

$$a_3^*+2a_{33}^*P^2+3a_{111}P^4+4a_{1111}P^6=0.$$

The solution is $P=0.344$ C/m², or 34.4 uC/cm2, against 25.9 uC/cm2 in the free crystal. The last three terms are respectively $0.28$, $0.55$ and $2.60$, in units of $10^8$ J m/C²; they balance $-3.43$. The eighth-order energy term dominates the balance. If it acted alone, $P$ would vary as $|a_3^*|^{1/6}$, which accounts for most of the weak response to misfit: halving $u_m$ to $-1\,\%$ reduces $P$ only to 30.8 uC/cm2.

As polarization develops, the in-plane stress changes from $-3.57$ to $-2.66$ GPa. This is the partial relief of compression described in Section 4. With $a_{12}=8\times10^8$, $a_{112}=-2\times10^9$ and $a_{1112}=2.5\times10^{10}$ in the corresponding SI units, $K=2.5\times10^8$ J m/C². The state is stable against a small tilt.

The homogeneous coercive field is the largest value of $-d\tilde G/dP$ between $P=0$ and the spontaneous value. It is 1.38 MV/cm, or 0.55 V across 4 nm. Reversal through nucleated domains is excluded and can require less.

## 7. Imperfect electrodes

Real electrodes screen the surface charge over a finite distance. Give each an effective screening length $\lambda$. At short circuit, the voltage drops across the film and both electrodes sum to zero:

$$Ed+\frac{2\lambda}{\epsilon_0}(\epsilon_0E+P)=0
\quad\Longrightarrow\quad
E=-\frac{2\lambda P}{\epsilon_0(d+2\lambda)}.$$

Equating this field to $d\tilde G/dP=2a_3^*P+\dots$ and moving it to the left replaces

$$a_3^*\longrightarrow a_3^*+\frac{\lambda}{\epsilon_0(d+2\lambda)}.$$

For $\lambda=0.01$ nm and $d=4$ nm, the added term is $2.81\times10^8$ J m/C². It cancels about 91 % of the misfit shift and leaves $-0.62\times10^8$ J m/C². The polarization falls from 34.4 to 24.5 uC/cm2.

Because the higher coefficients are positive, uniform out-of-plane polarization disappears when the total quadratic coefficient reaches zero. This gives

$$d_c=\frac{\lambda}{\epsilon_0|a_3^*|}-2\lambda\simeq3.3\ \text{nm}.$$

These values take the background relative permittivity of the film as 1. A value $\epsilon_b$ replaces $d+2\lambda$ by $d+2\lambda\epsilon_b$; for $\epsilon_b=7$ to $10$ the polarization at 4 nm becomes 25.2 to 25.4 uC/cm2 and $d_c$ about 3.1 nm.

At 4 nm with the same electrodes, zero misfit gives a quadratic coefficient of $+2.45\times10^8$ J m/C², hence no out-of-plane polarization. In this example, compression is what sustains the stored state.

The depolarization field, $-1.38$ MV/cm, has the same magnitude as the homogeneous coercive field to the digits given. The reason is that the depolarized state lies close to the inflection point of $\tilde G$, where $d\tilde G/dP$ is stationary. This follows from the chosen $\lambda$ and $d$ and is not a general relation. Nor does the state collapse: the depolarization field weakens as $P$ falls. At $P=0.245$ C/m², $\tilde G''$ is only about $0.1\times10^8$ J m/C², but the electrode energy adds $2(2.81\times10^8)$, so the total curvature is clearly positive.

## 8. The model beside a real device

The chosen thickness and misfit are in the range of barium titanate tunnel films on an oxide substrate with a smaller lattice parameter; the screening length is a rough value for a good oxide electrode. The result depends strongly on this length: at $d=4$ nm the total quadratic coefficient reaches zero at $\lambda\simeq0.0122$ nm, above which out-of-plane polarization vanishes. Of the single changes to the ideal film computed here, imperfect screening has the largest effect: it lowers $P$ by 29 %. Dislocations can also release misfit. Losing half of it costs 11 % with ideal electrodes, but with the imperfect ones the quadratic coefficient becomes $+0.91\times10^8$ J m/C² and out-of-plane polarization vanishes. The two losses therefore cannot be judged separately. The balance also depends on the material constants: with $Q_{12}=-0.038$ m⁴/C² the imperfect-electrode polarization is 21.2 uC/cm2, and with $-0.034$ it vanishes. Domains, which can reduce the depolarization energy, are not included, so every statement that polarization vanishes refers to the uniform state. With gradient coefficients typical of barium titanate, the unpolarized film at 3 nm is unstable to stripe domains a few nanometres in period, and the single-domain state can be lost somewhat above $d_c$.

Other changes are smaller for the ideal-electrode film. Raising $S$ by 20 %, as a trial of elastic softening, gives 33.7 uC/cm2. Raising the temperature to 358 K at fixed misfit gives 34.0 uC/cm2. With the imperfect electrodes these changes are no longer small: they lower $P$ from 24.5 to 17.1 and 22.1 uC/cm2, respectively.

The homogeneous coercive field of the ideal-electrode film is about 28 % of an assumed, rough breakdown field of 5 MV/cm. With the imperfect electrodes, the voltage needed for homogeneous reversal falls from 0.55 V to about 0.07 V, so the stored state is much easier to disturb.

Tunnelling was estimated for a barrier of height $\phi=1$ eV that falls linearly under the ideal-electrode coercive voltage $V=0.55$ V, with the free-electron mass $m$:

$$\mathcal T\simeq\exp\left[-\frac{2}{\hbar}\int_0^d\sqrt{2m\left(\phi-eV\frac{z}{d}\right)}\,dz\right]\approx9\times10^{-16}.$$

This is a transmission probability per incident electron, not a current. Integrating the same exponential over the electrons of a free-electron metal gives only about 16 electrons per second through a 100 nm square at this voltage near zero temperature, and about 70 at 300 K. A non-destructive read must use a lower voltage and gives less. With these barrier parameters, direct tunnelling is therefore too weak for a practical read. A thinner film or a lower barrier would be needed, but with the electrodes of Section 7 a film below about 3.3 nm loses its uniform out-of-plane polarization. Leakage through defects is not included. The read contrast is not modelled either: with the two identical electrodes of Section 7, the barriers for $+P$ and $-P$ are mirror images and pass the same current at low bias, so a real junction needs dissimilar interfaces. The remaining values are in the numerical output.

## Computed values

```
INPUTS (rough, rounded; barium titanate regime)
a0: 4e+05 J m/(C^2 K)
T0, T, hot T: 390, 300, 358 K
a11: -2.1e+08 J m^5/C^4
a111: 1.3e+09 J m^9/C^6
a1111: 3.9e+10 J m^13/C^8
a12: 8e+08 J m^5/C^4
a112: -2e+09 J m^9/C^6
a1112: 2.5e+10 J m^13/C^8
s11, s12, s44: 8.3, -2.7, 9.2 1e-12/Pa
Q11, Q12, Q44: 0.110, -0.043, 0.059 m^4/C^2
misfit: -2 %
film thickness: 4 nm
screening length per electrode: 0.01 nm
rough breakdown field: 5 MV/cm
rough barrier, free-electron mass: 1 eV
CLAMPED COEFFICIENTS AT 300 K
s11+s12: 5.6 1e-12/Pa
stress-free quadratic a1: -3.6e+07 J m/C^2
misfit shift: -3.071e+08 J m/C^2
clamped quadratic a3*: -3.431e+08 J m/C^2
quartic correction: 3.302e+08 J m^5/C^4
clamped quartic a33*: 1.202e+08 J m^5/C^4
largest relative coefficient error: 1.3e-14 (no unit)
misfit shift without Legendre term / true: 2.9e-15 (no unit)
IDEAL FILM
free-crystal polarization: 25.86 uC/cm2
clamped-film polarization: 34.43 uC/cm2
in-plane stress at P=0: -3.571 GPa
in-plane stress at film P: -2.661 GPa
free transition temperature: 400.3 K
free polarization jump: 18.08 uC/cm2
formal clamped transition: 1158 K
in-plane P1^2 coefficient: 2.507e+08 J m/C^2
homogeneous coercive field: 1.377 MV/cm
coercive voltage: 0.5506 V
misfit -2.0 %: a3*=-3.431e+08 J m/C^2, P=34.43 uC/cm2
misfit -1.5 %: a3*=-2.664e+08 J m/C^2, P=32.83 uC/cm2
misfit -1.0 %: a3*=-1.896e+08 J m/C^2, P=30.75 uC/cm2
NEGLECTED EFFECTS
depolarization quadratic term: 2.809e+08 J m/C^2
a3* with depolarization: -6.22e+07 J m/C^2
P with depolarization: 24.5 uC/cm2
depolarization field: -1.377 MV/cm
minimum thickness: 3.271 nm
zero-misfit a3 with depolarization: 2.449e+08 J m/C^2
P with half the misfit, ideal electrodes: 30.75 uC/cm2
half-misfit a3 with depolarization: 9.138e+07 J m/C^2
P with 20 % larger s11+s12: 33.67 uC/cm2
P at 358 K, ideal electrodes: 33.98 uC/cm2
coercive / breakdown field: 0.275 (no unit)
WKB transmission at coercive voltage: 8.7e-16 (no unit)
```
